\section*{Choosing bands and k points in a linear combination of bulk bands}

\section{The decision}

Before a quantum well can be computed in a basis of bulk Bloch states, the user must say how many bulk bands to keep, at which $k$ points, whether the valence bands belong in the basis of an electron state, and which material supplies the bulk states. These settings fix the cost. They also fix whether the electron energy approaches its limit from above, so that a lower value is a better one. That property holds under a condition on the valence bands, and a calculation that violates it can show a tiny error by cancellation.

The method treated here is the linear combination of bulk bands of Wang and Zunger, for a local, spinless empirical pseudopotential on an unstrained lattice. ``Error'' means the difference from direct diagonalization in all plane waves below the same cutoff. It says nothing about the error of the pseudopotential itself.

\section{Hamiltonian and basis}

Take a zinc-blende host with lattice constant $a$, cell volume $\Omega=a^3/4$ and primitive vectors
\begin{equation}
\mathbf a_1=\tfrac a2(1,1,0),\quad \mathbf a_2=\tfrac a2(1,-1,0),\quad \mathbf a_3=\tfrac a2(1,0,1).
\end{equation}
The first two span a (001) layer; the third leads to the next layer. The reciprocal vector with $\mathbf b_3\cdot\mathbf a_3=2\pi$ and $\mathbf b_3\cdot\mathbf a_{1,2}=0$ is $\mathbf b_3=(2\pi/a)(0,0,2)$. A structure that repeats after $N$ layers couples the bulk wave vectors
\begin{equation}
\mathbf k_j=\frac{j+s}{N}\,\mathbf b_3,\qquad j=-\tfrac N2,\dots,\tfrac N2-1,
\end{equation}
for even $N$ and zero in-plane wave vector. The number $s$ sets the Bloch phase of the whole supercell; $s=0$ unless stated. The period therefore dictates the set of $k$ points. Using fewer of them is a truncation of the basis, not a coarser integration.

The bulk states are
\begin{equation}
\psi_{nj}(\mathbf r)=\frac{e^{i\mathbf k_j\cdot\mathbf r}}{\sqrt{N\Omega}}\,u_{nj}(\mathbf r),\qquad u_{nj}(\mathbf r)=\sum_{\mathbf G}c_{nj}(\mathbf G)e^{i\mathbf G\cdot\mathbf r},
\end{equation}
normalized over $N$ cells when $\sum_{\mathbf G}|c_{nj}(\mathbf G)|^2=1$. Their coefficients solve
\begin{equation}
\frac{\hbar^2|\mathbf k_j+\mathbf G|^2}{2m_e}c_{nj}(\mathbf G)+\sum_{\mathbf G'}V(\mathbf G-\mathbf G')c_{nj}(\mathbf G')=\varepsilon_{nj}c_{nj}(\mathbf G).
\end{equation}
The cutoff limits $|\mathbf k_j+\mathbf G|$, not $|\mathbf G|$. Each supercell plane wave below the cutoff has a wave vector $\mathbf k_j+\mathbf G$ with one $j$ and one $\mathbf G$, so the plane waves of all $\mathbf k_j$ together are the supercell set. At each $\mathbf k_j$ the bulk eigenvectors are a unitary transform of the plane waves. With all bands and all $\mathbf k_j$, the bulk-band basis thus gives the same levels as the plane waves.

The nanostructure is made by exchanging cations. Let $w_l=1$ if layer $l$ holds barrier cations, $w_l=0$ if it holds host cations, and let $\delta v$ be the difference of the two atomic potentials. With the origin on a cation,
\begin{equation}
\Delta V(\mathbf r)=\sum_{\mathbf R}w_{l(\mathbf R)}\,\delta v(\mathbf r-\mathbf R),
\end{equation}
where $\mathbf R$ runs over all lattice vectors and $l(\mathbf R)$ is the layer of $\mathbf R$.

\section{Matrix elements by FFT}

The Fourier coefficient of $\Delta V$ at $\mathbf Q=\mathbf k_j-\mathbf k_i+\mathbf G$ is its average over the supercell with $e^{-i\mathbf Q\cdot\mathbf r}$. The periodic images of each atom turn the supercell integral into one over all space, and the shift $\mathbf r\to\mathbf r+l\mathbf a_3$ gives a phase:
\begin{equation}
\Delta V(\mathbf Q)=\frac1N\sum_{l=0}^{N-1}w_le^{-i\mathbf Q\cdot l\mathbf a_3}\;D(\mathbf Q),\qquad
D(\mathbf Q)=\frac1\Omega\int\delta v(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}d^3r .
\end{equation}
Since $\mathbf G\cdot\mathbf a_3$ is a multiple of $2\pi$, and $s$ cancels in the difference, $e^{-i\mathbf Q\cdot l\mathbf a_3}=e^{-2\pi i(j-i)l/N}$. The layer sum does not depend on $\mathbf G$:
\begin{equation}
\Delta V(\mathbf Q)=W(j-i)D(\mathbf Q),\qquad W(m)=\frac1N\sum_{l=0}^{N-1}w_le^{-2\pi iml/N}.
\end{equation}
One FFT over layers, not over a fine grid in the supercell, gives every $W(m)$.

Inserting the bulk states yields
\begin{equation}
\langle\psi_{nj}|\Delta V|\psi_{n'i}\rangle=W(j-i)\sum_{\mathbf G\mathbf G'}c^*_{nj}(\mathbf G)\,D(\mathbf k_j-\mathbf k_i+\mathbf G-\mathbf G')\,c_{n'i}(\mathbf G').
\end{equation}
The double sum is a convolution. Define for each difference $d=j-i$ the cell-periodic field
\begin{equation}
U_d(\mathbf r)=\sum_{\mathbf G''}D\!\left(\frac dN\mathbf b_3+\mathbf G''\right)e^{i\mathbf G''\cdot\mathbf r}.
\end{equation}
The cell average of $u_{nj}^*U_du_{n'i}$ contains $e^{i(-\mathbf G+\mathbf G''+\mathbf G')\cdot\mathbf r}$ and keeps only $\mathbf G''=\mathbf G-\mathbf G'$, which restores the double sum. Hence
\begin{equation}
H_{nj,n'i}=\varepsilon_{nj}\delta_{nn'}\delta_{ji}+W(j-i)\,\frac1\Omega\int_{\rm cell}u_{nj}^*U_{j-i}u_{n'i}\,d^3r .
\label{eq:H}
\end{equation}
The fields $U_d$ need $2N-1$ FFTs on a unit-cell grid. The integrals are then matrix products over its $M^3$ points.

The grid sum equals the integral if no unwanted Fourier index is aliased to zero. Let the indices of $u$ along each reciprocal vector lie between $-g$ and $g$. The product $u^*u$ reaches $2g$, and $U_d$ on the grid reaches $M/2$. Their sum must stay below $M$:
\begin{equation}
2g+\frac M2<M\quad\Longrightarrow\quad M>4g .
\end{equation}
In the example below $g=3$ and $M=16$.

For a nonlocal $\delta v$, the shift of an atom still gives the factor $W(j-i)$, but $D$ then depends on both wave vectors and the field $U_d$ does not exist. If atoms relax away from lattice sites, the layer phase depends on $\mathbf G$ and the factorization itself fails.

\section{When the energy is an upper bound}

The host has four filled bands per $k$ point, spin not counted. As long as the gap stays open, the lowest electron state is level $p=4N+1$ of the supercell. Let $\lambda_p$ be the levels of the full matrix and $\theta_p$ those in a truncated basis. The min-max principle states
\begin{equation}
\lambda_p=\min_{\dim S=p}\ \max_{x\in S,\ \|x\|=1}\langle x|H|x\rangle .
\end{equation}
A truncated basis admits fewer subspaces $S$, so the minimum cannot fall: $\theta_p\ge\lambda_p$. Adding functions admits more, so $\theta_p$ cannot rise. Both statements concern a fixed number $p$. The electron keeps the number $4N+1$ if all $4N$ bulk valence states stay in the basis.

Suppose they are dropped, leaving a conduction set $C$. The electron is now the lowest level, $\theta_1(C)$. In the larger basis with the valence states, take the span of the lowest $4N+1$ eigenvectors. Orthogonality to $4N$ valence states imposes $4N$ linear conditions on $4N+1$ coefficients, so a normalized vector $x$ in this span lies in $C$. No vector of the span has a mean energy above $\theta_{4N+1}$, and $\theta_1(C)$ is the smallest mean energy in $C$. Therefore
\begin{equation}
\theta_1(C)\le\langle x|H|x\rangle\le\theta_{4N+1}(\text{valence}+C).
\end{equation}
For the complete conduction set the right side is the true level. The conduction-only energy thus falls monotonically towards a limit at or below the true level. It may cross the true level on the way, and its error is then small for no good reason.

The same counting applies if one valence band, or the valence states at distant $k$ points, are dropped: each missing state lowers the electron's number by one, and the upper bound is no longer guaranteed. The energy stays unharmed only if the missing states do not couple to the electron state, for instance by symmetry. With spin-orbit coupling, the filled set is $8N$ spinor states.

\section{What truncation costs}

Split the basis into retained states $r$ and omitted states $o$. An eigenvector with parts $x$ and $z$ obeys
\begin{align}
(H_{rr}-\lambda)x+H_{ro}z&=0,\\
H_{or}x+(H_{oo}-\lambda)z&=0 .
\end{align}
The second line gives $z=-(H_{oo}-\lambda)^{-1}H_{or}x$. Insert this in the first line and project on the truncated eigenvector $y$, for which $H_{rr}y=\theta y$:
\begin{equation}
(\theta-\lambda)\,y^\dagger x=y^\dagger H_{ro}(H_{oo}-\lambda)^{-1}H_{or}x .
\end{equation}
For a small error, $x\approx y$ and $\lambda\approx\theta$ on the right, so that
\begin{equation}
\theta-\lambda\approx v^\dagger(H_{oo}-\theta)^{-1}v,\qquad v=H_{or}y .
\label{eq:part}
\end{equation}
Omitted high bands cost the squared coupling divided by an energy distance, with a positive sign. Omitted valence states lie below $\theta$ and contribute with a negative sign, in agreement with the counting argument.

A rigorous estimate uses the residual. Since $H_{rr}y=\theta y$, the vector $(H-\theta)y$ has only the omitted part $v$, with norm $\rho=\|v\|$. Let $\beta$ be the true level after $\lambda$. No level lies between them, so $(H-\lambda)(H-\beta)$ has no negative eigenvalue. With $\langle H\rangle=\theta$ and $\langle H^2\rangle=\theta^2+\rho^2$ in the state $y$,
\begin{equation}
0\le\rho^2+(\theta-\lambda)(\theta-\beta)\quad\Longrightarrow\quad\theta-\lambda\le\frac{\rho^2}{\beta-\theta}\quad(\theta<\beta).
\label{eq:KT}
\end{equation}
This Kato-Temple bound charges the whole residual at the distance to the next level, whereas (\ref{eq:part}) charges it at the distance to the omitted bands.

\section{A CdTe well}

The host has $a=0.648$ nm and rounded customary local form factors for CdTe. The symmetric ones are $-0.20$, $0$ and $0.04$ Ry at $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$; the antisymmetric ones are $0.15$, $0.09$ and $0.04$ Ry at $3,4,11$. Their sum $v_c$ belongs to the cation and their difference $v_a$ to the anion at $\boldsymbol\tau=a(1,1,1)/4$, with $V(\mathbf G)=\frac12[v_c+v_ae^{-i\mathbf G\cdot\boldsymbol\tau}]$. The cutoff is 52 eV.

The barrier cation is a model:
\begin{equation}
D(\mathbf q)=\tfrac12\left[A_1e^{-q^2/5}+A_2e^{-q^2}\right],\qquad q\ \text{in units of}\ 2\pi/a .
\end{equation}
The amplitudes $A_1=1.2149$ eV and $A_2=-0.8066$ eV were solved numerically so that the bulk barrier has its conduction edge 0.28 eV above and its valence edge 0.12 eV below those of the host. The period has 16 layers (5.18 nm), of which 8 (2.59 nm) are well.

Direct diagonalization with 937 plane waves puts the first electron level at 6.0010 eV. The host conduction edge is at 5.9072 eV, so the confinement energy is 94 meV. The next level, 6.2934 eV, lies above the barrier edge at $5.9072+0.2800=6.1872$ eV.

\subsection*{Number of bands}

With host bands at all 16 $k$ points, valence bands included, the errors are:
\begin{center}
\begin{tabular}{rrr}
bands & functions & error (meV)\\
5 & 80 & 21.6\\
6 & 96 & 17.2\\
8 & 128 & 17.0\\
12 & 192 & 7.7\\
16 & 256 & 2.2\\
24 & 384 & 1.7
\end{tabular}
\end{center}
One conduction band leaves an error of 23\% of the confinement energy; 24 bands leave 1.8\%. The step from 6 to 8 bands gains 0.2 meV while 17 meV are still missing. A small change between two settings is therefore no proof of convergence.

For 12 bands, (\ref{eq:part}) predicts 7.1 meV against the actual 7.7 meV. The residual is $\rho=0.412$ eV, and $\rho^2/(7.1\ \text{meV})\approx24$ eV is the effective distance to the omitted bands. The bound (\ref{eq:KT}) has $\beta-\theta=0.285$ eV and gives $0.412^2/0.285\approx0.60$ eV, which is valid but too loose to guide the choice.

The truncated state lacks a weight $\epsilon=1.8\times10^{-3}$ of the true state $\phi$. Writing $y=\sqrt{1-\epsilon}\,\phi+\sqrt\epsilon\,\chi$ with $\chi\perp\phi$ gives $\theta-\lambda=\epsilon(\langle\chi|H|\chi\rangle-\lambda)$, because $\phi$ is an eigenstate and the cross terms vanish. The wrong component thus lies on average $7.67\ \text{meV}/1.78\times10^{-3}\approx4.3$ eV above the level, much less than 24 eV. A likely reason is that truncation also remixes the retained states; the numbers here do not separate the two parts.

\subsection*{Valence bands}

Without valence bands, the error is $+19.3$ meV for band 5 alone, $+15.1$ meV for bands 5 to 8, $-0.05$ meV for bands 5 to 24 and $-1.8$ meV for all conduction bands. The third value looks converged, but it is a cancellation: the same conduction bands with the valence bands give $+1.7$ meV. The missing valence repulsion is about 2 meV throughout. It is small here, and so is the weight of the true state in the host valence bands, $4\times10^{-4}$. A narrower gap or a stronger perturbation can enlarge the repulsion, since the energy distance in (\ref{eq:part}) shrinks or the coupling grows.

\subsection*{Window of k points}

The lowest host conduction band carries 99.7\% of the state, nearly all of it at $|j|\le2$. This suggests a narrow window. With 24 bands, valence states at all $k$ points and conduction states restricted to $|j|\le J$, the errors are 8.9, 7.3, 4.4, 4.2, 2.8 and 1.7 meV for $J=1,2,3,4,6,8$. The weight outside $|j|\le2$ is small, but restoring those functions lowers the energy by 5.6 meV.

The slow gain reflects the abrupt interface. For $m\neq0$ the phases of all layers sum to zero, so $W(m)$ is minus the sum over the $n_w$ well layers, a geometric series:
\begin{equation}
|W(m)|=\frac{|\sin(\pi mn_w/N)|}{N|\sin(\pi m/N)|}.
\end{equation}
For $1\ll N/m$ its envelope falls only as $1/m$. For $n_w=N/2$ it vanishes at even $m\ne0$, so among the other $k$ points the $j=0$ part of the state couples directly only to odd $j$; through $W(0)=\frac12$ it also couples to other bands at $j=0$. This fits the large gain at $J=3$ and the small one at $J=4$, though couplings from other $j$ also contribute.

A window can still pay. $J=1$ needs $4\times16+20\times3=124$ functions and leaves 8.9 meV, while 8 bands at all $k$ points need 128 and leave 17.0 meV.

\subsection*{Bulk states of the barrier}

Consider the limit $w_l=1$ for all $l$. Then $W(m)=\delta_{m0}$, the $k$ points decouple, and a few host bands must imitate the barrier's bands at each $k$. More $k$ points cannot reduce that error. Adding the barrier's own bulk states removes it for the bands supplied.

For the well, the host and barrier coefficient vectors are stacked at each $\mathbf k_j$ and orthonormalized by a QR factorization, with result $C_j$. The second term of (\ref{eq:H}) keeps its form; the bulk energies are replaced by the block $C_j^\dagger h_jC_j$, where $h_j$ is the host plane-wave matrix. Eight host and eight barrier bands give 256 functions and an error of 0.009 meV. Sixteen host bands, also 256 functions, leave 2.2 meV. At equal size, the second material is worth far more here than higher bands of the first.

\section{How small an error is useful}

The model's other errors set the scale. The following shifts were computed with 16 host bands. Changing the supercell phase from $s=0$ to $s=\frac12$ raises the level by 19 meV, which measures tunnelling between neighbouring wells; an isolated well needs thicker barriers. Exchanging a quarter of the cations between the two layers at each interface, treated as an average potential, raises it by 7 meV. Direct diagonalization at cutoffs from 52 to 120 eV gives 19.5 to 19.8 meV and 7.6 to 7.7 meV for these two shifts. A cutoff of 80 eV, with $D$ held fixed, changes the confinement energy by about $-1$ meV and the host gap by 18 meV. At 150 eV the gap has risen by 25 meV and the offsets have become 0.276 and 0.128 eV. A rough 1\% volume change with a rough deformation potential of 4 eV gives 40 meV. At 300 K, $k_BT$ is 26 meV and the Boltzmann factor of the second level is $10^{-5}$ at $s=0$. At $s=\frac12$ direct diagonalization puts that level at 6.187 eV (16 bands give 6.196 eV), which raises the factor to between $1\times10^{-3}$ and $2\times10^{-3}$.

Beside real CdTe, the spinless gap of 1.88 eV (1.90 eV at a converged cutoff) is too wide. A rough spin-orbit splitting $\Delta=0.9$ eV raises the valence edge by $\Delta/3=0.3$ eV and leaves 1.58 eV, close to the real gap of roughly 1.5 to 1.6 eV. The model's electron mass, $0.176\,m_e$ from the band curvature, is far above the real value of roughly $0.1\,m_e$. The two-band relation $m_e/m=1+E_p/E_g$ fixes $E_p$; with spin-orbit coupling it becomes
\begin{equation}
\frac{m_e}{m}=1+\frac{E_p}{3}\left(\frac2{E_g'}+\frac1{E_g'+\Delta}\right),\qquad E_g'=E_g-\frac\Delta3,
\end{equation}
and gives $0.170\,m_e$, so spin-orbit coupling does not mend the mass. In an effective-mass picture a lighter electron has a higher confinement energy and tunnels more. The 94 meV therefore illustrate the method and do not predict a device. Real interfaces are also not abrupt, which by the estimate above matters at the level of 7 to 8 meV.

\section{Settings that follow}

For unstrained wells similar to the one computed here, the analysis supports these choices.
\begin{itemize}
\item Keep all valence bands at all $k$ points if the energy is to be read as an upper bound. Without them, do not take the lowest value, or a vanishing error, as the best.
\item Include bulk states of both materials before adding high bands of one.
\item Enlarge the band set and the $k$ window separately, and by more than one step, because either can stall. Do not judge the window by the weight of the state alone.
\item Stop when the error is well below the interface and tunnelling shifts of the structure. In this example those shifts are about 8 and 20 meV, so an error of 1 to 2 meV is small enough.
\end{itemize}
